# Artificial splitting of the carbon 3P and 1D terms by translated functionals

## The problem

A carbon atom in the configuration $1s^2 2s^2 2p^2$ has a $^3P$ and a $^1D$ term. Let all their components be built from one set of real orbitals, with $p_i(\mathbf r)=f(r)\,n_i$, where $\mathbf n=\mathbf r/r$ and $i=x,y,z$. Spin–orbit coupling and mixing with $2s^0 2p^4$ are left out. From each component take the density $\rho$ and the on-top pair density

$$\Pi(\mathbf r)=\langle\psi_\alpha^\dagger\psi_\beta^\dagger\psi_\beta\psi_\alpha\rangle ,$$

all field operators being at $\mathbf r$. For a closed-shell determinant this gives $\Pi=\rho^2/4$. A translated functional assigns the energy

$$E=E_1+J[\rho]+E_{\rm xc}[\rho_\alpha,\rho_\beta],\qquad \rho_{\alpha,\beta}=\tfrac12\rho(1\pm\zeta),$$

$$\zeta=\sqrt{\max(0,1-R)},\qquad R=4\Pi/\rho^2 .$$

Here $E_1$ is the kinetic and nuclear-attraction energy and $J$ the Hartree energy. In a gradient functional, $\nabla\rho_{\alpha,\beta}$ is replaced by $\tfrac12(1\pm\zeta)\nabla\rho$. With PBE for $E_{\rm xc}$ this is tPBE; with Slater exchange and VWN correlation it is called tLSDA here.

By how much does tPBE split the components of each term, in the real and in the complex basis, and what $^1D$–$^3P$ gap follows? The splitting is measured as the highest minus the lowest energy in a set.

The numbers below use the orbitals that minimize the Hartree–Fock energy of $^3P$ in the $s$ and $p$ functions of the cc-pVQZ basis. With the $s$ and $p$ functions of cc-pV5Z or aug-cc-pVQZ instead, the splittings below move by less than $0.001$ eV, the gaps fall by up to about $0.001$ eV, and the Hartree–Fock energy falls by up to $0.0003$ hartree. The functional is integrated on a radial and angular grid. Energies are in hartree, with main results also in eV.

## A tempting solution

Use real components. The three of $^3P$ are the antisymmetric pairs $p_x p_y$, $p_y p_z$ and $p_z p_x$. They are rotated copies of one another, so their energies are equal. Of the five real $^1D$ components, $xy$, $xz$, $yz$ and $x^2-y^2$ are also rotated copies, which leaves two energies to compare:

$$E(z^2)=-37.75511,\qquad E(xy)=-37.75486 .$$

They differ by $0.00025$ hartree, or $0.007$ eV. The complex components are unitary combinations of the real ones, and a combination of degenerate states has the same energy. The splitting is therefore at most about $0.007$ eV in any basis, and the gap is $0.98$ to $0.99$ eV.

## Where it fails

The real-component energies are right to within the integration error given below. The fault is the sentence about combinations. For a Hamiltonian, $\langle\Phi_m|H|\Phi_{m'}\rangle=E\,\delta_{mm'}$ within a term, so

$$\Big\langle\sum_m c_m\Phi_m\Big|H\Big|\sum_m c_m\Phi_m\Big\rangle=E\sum_m|c_m|^2=E .$$

This uses the fact that the energy is quadratic in the state. The translated energy is a nonlinear function of $\rho$ and $\Pi$, and no such rule holds for it. Its symmetry is smaller: it is unchanged by rotations and by complex conjugation of the wavefunction, since these rotate or preserve $\rho$ and $\Pi$.

A real combination of the $^3P$ components is again a rotated copy, because they transform as a vector. A complex combination that is not a real one times an overall phase, such as $M=\pm1$, is not a rotated copy. The complex components must be evaluated.

## Density and pair density of each component

Write the spatial function of the valence pair as

$$\Phi(\mathbf r_1,\mathbf r_2)=\sum_{ij}W_{ij}\,p_i(\mathbf r_1)p_j(\mathbf r_2),\qquad \sum_{ij}|W_{ij}|^2=1 .$$

$W$ is antisymmetric for $^3P$, and symmetric and traceless for $^1D$. Integrating out one electron, with orthonormal $p_j$, gives the valence density

$$v=2\int|\Phi(\mathbf r,\mathbf r')|^2d\mathbf r'=2f^2\sum_j\Big|\sum_i W_{ij}n_i\Big|^2 .$$

For the spin function $(\alpha\beta\mp\beta\alpha)/\sqrt2$, the amplitude for electron 1 with $\alpha$ and electron 2 with $\beta$, both at $\mathbf r$, is $\Phi(\mathbf r,\mathbf r)/\sqrt2$. The two labellings contribute equally, so $\Pi_v=|\Phi(\mathbf r,\mathbf r)|^2$. This vanishes for $^3P$, where $\Phi$ is antisymmetric. It also vanishes for $M_S=\pm1$, where no pair of opposite spins exists.

The closed core has density $c$, with $c/2$ in each spin. Adding core–core, core–valence and valence–valence pairs gives

$$\Pi=\frac{c^2}{4}+\frac{c\,v}{2}+\Pi_v .$$

Since $\rho^2=c^2+2cv+v^2$, the core terms cancel in the difference:

$$1-R=\frac{\rho^2-4\Pi}{\rho^2}=\frac{v^2-4\Pi_v}{\rho^2}.\tag{1}$$

Let $\theta,\phi$ be the polar angles of $\mathbf n$, and let $p_\pm$ be the normalized orbitals with $m=\pm1$, so that $|p_\pm|^2=\tfrac12f^2\sin^2\theta$. Let $M$ be the eigenvalue of $L_z$.

- **$^3P$, $M=0$** is the pair $p_xp_y$. Thus $v=p_x^2+p_y^2=f^2\sin^2\theta$ and $\Pi_v=0$.
- **$^1D$, $xy$** has $\Phi=[p_x(1)p_y(2)+p_y(1)p_x(2)]/\sqrt2$. The density is again $v=f^2\sin^2\theta$, but $\Pi_v=2p_x^2p_y^2=\tfrac12f^4\sin^4\theta\,\sin^22\phi$.
- **$^1D$, $M=2$** is $p_+(1)p_+(2)$. Thus $v=2|p_+|^2=f^2\sin^2\theta$ and $\Pi_v=|p_+|^4=v^2/4$.
- **$M=1$** of either term puts one electron in $p_+$ and one in $p_z$. Thus $v=\tfrac12f^2(1+\cos^2\theta)$. For $^3P$, $\Pi_v=0$; for $^1D$, $\Pi_v=2|p_+|^2p_z^2=f^4\sin^2\theta\cos^2\theta$.
- **$^1D$, $M=0$** is the real $z^2$ component, with $W={\rm diag}(-1,-1,2)/\sqrt6$. Thus $v=\tfrac13f^2(1+3\cos^2\theta)$ and $\Pi_v=\tfrac16f^4(3\cos^2\theta-1)^2$.

Components with $-M$ are complex conjugates of those with $M$ and have the same energy.

## The Hartree part

With $\cos^2\theta=(1+2P_2)/3$, where $P_2$ is the Legendre polynomial of $\cos\theta$, every valence density above has the form

$$v=f^2\left(\tfrac23+aP_2\right).$$

The coefficient is $a=-\tfrac23$ for $^3P$ $M=0$, $^1D$ $xy$ and $^1D$ $M=2$; $a=\tfrac13$ for $M=1$ of both terms; and $a=\tfrac23$ for $z^2$.

The spherical part is common to all components and does not interact with the quadrupole part. Let $F^2$ be the radial Slater integral of order two for the $2p$ shell. Normalization gives $f^2=3\mathcal R^2/4\pi$, with $\mathcal R$ the radial function. The quadrupole term of $1/r_{12}$ has the angular factor $P_2(\mathbf n\cdot\mathbf n')$. Integrating it against $P_2(\cos\theta')$ returns $(4\pi/5)P_2(\cos\theta)$, and $\int P_2^2\,d\Omega=4\pi/5$. Hence

$$J_{\rm quad}=\frac12a^2\left(\frac{3}{4\pi}\right)^2\left(\frac{4\pi}{5}\right)^2F^2=\frac{9a^2}{50}F^2 .\tag{2}$$

Going from $|a|=\tfrac23$ to $|a|=\tfrac13$ lowers $J$ by $(4-1)F^2/50=3F^2/50$. With $F^2=0.2434$ this is $0.01460$ hartree. Since $E_1$ is the same for all components, degeneracy requires $E_{\rm xc}$ to rise by the same amount.

## The energies

For all components $E_1=-50.44839$. The tPBE results are:

| Component | $J$ | $E_{\rm xc}$ | $E$ |
|---|---|---|---|
| $^3P$, $M=0$ | 17.82423 | −5.16709 | −37.79124 |
| $^3P$, $M=\pm1$ | 17.80963 | −5.15121 | −37.78996 |
| $^1D$, $M=0$ ($z^2$) | 17.82423 | −5.13096 | −37.75511 |
| $^1D$, $xy$ | 17.82423 | −5.13071 | −37.75486 |
| $^1D$, $M=\pm1$ | 17.80963 | −5.11341 | −37.75217 |
| $^1D$, $M=\pm2$ | 17.82423 | −5.11391 | −37.73806 |

Rotated copies of one component agree on the grid within $3\times10^{-5}$ hartree, which indicates the size of the angular integration error. If the angular integration is split along the lines $R=1$, where the integrand has a kink, the $^1D$ energies of $z^2$, $xy$ and $M=\pm1$ fall by $1$, $3$ and $3\times10^{-5}$ hartree and the others do not change. The $z^2$–$xy$ splitting then becomes $0.00023$ hartree, or $0.006$ eV.

In the complex basis $^3P$ splits by

$$-37.78996-(-37.79124)=0.00128\ \text{hartree}=0.035\ \text{eV},$$

and $^1D$ by

$$-37.73806-(-37.75511)=0.01705\ \text{hartree}=0.464\ \text{eV}.$$

The second value is roughly seventy times the $^1D$ splitting in the real basis; the ratio is uncertain by about a tenth, because the grid error is about a tenth of that small splitting. With tLSDA the complex splittings are $0.007$ eV for $^3P$ and $0.45$ eV for $^1D$, so the large one is not peculiar to the gradient functional.

In $^3P$ the compensation nearly works. From $M=0$ to $M=\pm1$, $E_{\rm xc}$ rises by $0.01588$ in tPBE and by $0.01434$ in tLSDA, against the required $0.01460$. The remainders have opposite signs, so the two functionals order these components differently. In $^1D$, from $M=\pm2$ to $M=\pm1$, $E_{\rm xc}$ of tPBE rises by only about $0.0005$, and almost the whole Hartree difference survives.

## Why $M=\pm2$ lies high

The $xy$ and $M=2$ components have the same density, so their difference of $0.01680$ hartree comes from $\Pi$ alone. By (1),

$$1-R=\frac{v^2}{\rho^2}\left(1-2\sin^22\phi\right)\ \ (xy),\qquad 1-R=0\ \ (M=2).$$

The average of the first expression over $\phi$ is zero, equal to the second. The translation does not preserve this equality. Where $R<1$ it gives $xy$ a polarization $\zeta>0$; where $R>1$, which is half of all directions, it sets $\zeta=0$ and no opposite contribution appears.

At $r=1.2$ bohr, for example, both components have $\rho=0.16099$ bohr$^{-3}$ along $x$ and along $x=y$. For $xy$, $\Pi=0.004569$ bohr$^{-6}$ along $x$, so

$$R=\frac{4(0.004569)}{(0.16099)^2}=0.705,\qquad \zeta=\sqrt{1-0.705}=0.543 .$$

Along $x=y$ its ratio is $R=1.295$, and $\zeta=0$. The mean of the two ratios is 1, but the mean polarization is not zero.

Polarization at fixed density lowers the local exchange energy, because $\tfrac12[(1+\zeta)^{4/3}+(1-\zeta)^{4/3}]\ge1$ multiplies a negative quantity. Correlation acts the other way. The computed net effect lowers $xy$ below $M=2$ in both functionals.

## The triplet limit

For $^3P$, equation (1) gives $\zeta=v/\rho$. This is the true spin polarization of the $M_S=1$ state, whose spin densities are $c/2+v$ and $c/2$. Hence tLSDA equals ordinary LSDA for that state.

For PBE the true gradients contain a further term,

$$\nabla\rho_{\alpha,\beta}=\tfrac12(1\pm\zeta)\nabla\rho\pm\tfrac12\rho\nabla\zeta ,$$

which tPBE drops. The tPBE energy consequently lies $0.00146$ above ordinary high-spin PBE for $M=0$ and $0.00041$ below it for $M=\pm1$. Ordinary PBE would split $^3P$ by $0.00128+0.00146+0.00041=0.00315$ hartree, or $0.086$ eV. Dropping $\nabla\zeta$ reduces the splitting here.

## The gap

With the complex components of definite $M$ the tPBE gap runs from

$$-37.75511+37.78996=0.03485\ \text{hartree}=0.948\ \text{eV}$$

to

$$-37.73806+37.79124=0.05318\ \text{hartree}=1.447\ \text{eV}.$$

The narrow interval from the real components reflects the choice of basis, not the reliability of the functional.

The wavefunctions themselves have one gap. The triplet and singlet pairs of $p_x$ and $p_y$ differ by twice their exchange integral $K$. The product $p_xp_y$ is a pure quadrupole and $\int n_x^2n_y^2\,d\Omega=4\pi/15$, so

$$K=\left(\frac{3}{4\pi}\right)^2\frac{4\pi}{5}\,\frac{4\pi}{15}\,F^2=\frac{3F^2}{25}.$$

The gap is $2K=6F^2/25=0.05842$ hartree, or $1.590$ eV. It lacks the correlation beyond this configuration and is not the experimental value.

A single translated gap results if $\rho$ and $\Pi$ are averaged over the whole term before translation. Under a unitary change of components both $\sum_m\rho_m$ and $\sum_m|\Phi_m(\mathbf r,\mathbf r)|^2$ are unchanged, so the result does not depend on the basis.

The averaged valence density is $\bar v=\tfrac23f^2$. For $^3P$, $\zeta=\bar v/\bar\rho$. For $^1D$, the sum of $|\mathbf n^TW\mathbf n|^2$ over the five matrices is the squared norm of the traceless part of $\mathbf n\mathbf n^T$, which is $1-\tfrac13=\tfrac23$. Thus $\bar\Pi_v=\tfrac{2}{15}f^4$ and $4\bar\Pi_v/\bar v^2=\tfrac65$, so $\zeta=0$ everywhere. The tPBE gap becomes

$$-37.74261+37.79005=0.04744\ \text{hartree}=1.291\ \text{eV}.$$

Averaging removes the ambiguity but says nothing about accuracy. The value lies $0.30$ eV below the wavefunction gap, yet this difference does not measure the error of the functional, because the wavefunction gap lacks the correlation that the functional is meant to supply. Averaging the variables is also a different prescription from averaging the component energies, and it needs the complete term with equal weights.
